# Point-group symmetry and irreducible points of shifted Monkhorst-Pack meshes: a numerical check

```python
"""Symmetry of shifted k meshes and irreducible-point counts.

Result under test: an in-plane half-shifted mesh breaks hexagonal D6h symmetry;
half-shifted fcc 2x2x2 and 4x4x4 meshes contain 2 and 10 inequivalent points.
The shifted fcc mesh itself has only D3d symmetry, but its O_h orbit weights
equal those of the fully symmetrised mesh.

q: divisions per primitive reciprocal axis; s: shift in units of one mesh step.
Coefficients u of k = sum(u_i b_i) are stored as integers modulo a common
denominator. Operations are integer matrices preserving the lattice metric.
The model band has hopping t, chemical potential mu and thermal energy kT in Ry.
"""
import itertools
import numpy as np
from scipy.special import expit


def point_group(metric):
    candidates = np.array(list(itertools.product((-1, 0, 1), repeat=9)))
    candidates = candidates.reshape(-1, 3, 3)
    transformed = candidates.transpose(0, 2, 1) @ metric @ candidates
    return candidates[np.all(transformed == metric, axis=(1, 2))]


def make_mesh(q, shift, parts=2):
    steps = np.array(list(itertools.product(range(q), repeat=3)))
    return parts * steps + np.array(shift)


def encode(points, modulus):
    return (points % modulus) @ np.array([modulus**2, modulus, 1])


def image_codes(operations, points, modulus):
    images = np.einsum("gij,nj->gni", operations, points)
    return encode(images, modulus)


def mesh_stabiliser(operations, points, modulus):
    images = np.sort(image_codes(operations, points, modulus), axis=1)
    original = np.sort(encode(points, modulus))
    return operations[np.all(images == original, axis=1)]


def orbit_weights(operations, points, modulus):
    labels = image_codes(operations, points, modulus).min(axis=0)
    unique, counts = np.unique(labels, return_counts=True)
    return {int(k): c / len(points) for k, c in zip(unique, counts)}


def symmetrised_mesh(operations, points, modulus):
    codes = np.unique(image_codes(operations, points, modulus))
    return np.column_stack((codes // modulus**2,
                            codes // modulus % modulus, codes % modulus))


fcc_metric = np.array([[3, -1, -1], [-1, 3, -1], [-1, -1, 3]])
# The c-axis length is generic; it does not affect the in-plane argument.
hex_metric = np.array([[2, 1, 0], [1, 2, 0], [0, 0, 5]])
fcc_group = point_group(fcc_metric)
hex_group = point_group(hex_metric)
assert len(fcc_group) == 48 and len(hex_group) == 24
print(f"Point-group orders: fcc {len(fcc_group)}, hexagonal {len(hex_group)}")

# Rotate whole hexagonal meshes, for even and odd numbers of divisions.
for q in (2, 3, 4):
    for shift in itertools.product((0, 1), repeat=3):
        kept = mesh_stabiliser(hex_group, make_mesh(q, shift), 2 * q)
        expected = 24 if shift[:2] == (0, 0) else 8
        assert len(kept) == expected
        if q == 4 and shift in ((0, 0, 0), (0, 0, 1), (1, 1, 0), (1, 1, 1)):
            print(f"Hex 4x4x4, shift {shift}/2: {len(kept)} operations kept")

c6 = np.array([[0, -1, 0], [1, 1, 0], [0, 0, 1]])
assert any(np.array_equal(c6, op) for op in hex_group)
assert np.array_equal(np.linalg.matrix_power(c6, 6), np.eye(3, dtype=int))
determinant = round(np.linalg.det(c6[:2, :2] - np.eye(2)))
assert determinant == 1
witness = np.array([1, 1, 1])
rotated = c6 @ witness
assert encode(rotated, 8) not in encode(make_mesh(4, (1, 1, 1)), 8)
print(f"Hex q=4 witness: u={witness}/8 -> {rotated}/8, outside mesh")
print(f"In-plane det(C6-1): {determinant}")

# Search general shifts in twelfths of a mesh step by comparing complete meshes.
hex_shifts, fcc_shifts, c6_shifts = [], [], []
for shift in itertools.product(range(12), repeat=3):
    trial = make_mesh(2, shift, 12)
    if len(mesh_stabiliser(hex_group, trial, 24)) == len(hex_group):
        hex_shifts.append(shift)
    if len(mesh_stabiliser(fcc_group, trial, 24)) == len(fcc_group):
        fcc_shifts.append(shift)
    if len(mesh_stabiliser(c6[None], trial, 24)) == 1:
        c6_shifts.append(shift)
assert hex_shifts == [(0, 0, 0), (0, 0, 6)]
assert fcc_shifts == [(0, 0, 0)]
assert c6_shifts == [(0, 0, z) for z in range(12)]
print(f"Fully invariant hex shifts (twelfths of a step): {hex_shifts}")
print(f"Fully invariant fcc shifts (twelfths of a step): {fcc_shifts}")

# Compare explicit orbits with odd triples inside the fcc Brillouin-zone wedge.
for q, expected_count in ((2, 2), (4, 10)):
    modulus = 2 * q
    mesh = make_mesh(q, (1, 1, 1))
    kept = mesh_stabiliser(fcc_group, mesh, modulus)
    full_orbits = orbit_weights(fcc_group, mesh, modulus)
    small_orbits = orbit_weights(kept, mesh, modulus)
    union = symmetrised_mesh(fcc_group, mesh, modulus)
    assert len(kept) == 12 and len(union) == 4 * q**3
    assert len(full_orbits) == len(small_orbits) == expected_count
    assert np.allclose(sorted(full_orbits.values()),
                       sorted(small_orbits.values()))
    union_orbits = orbit_weights(fcc_group, union, modulus)
    assert full_orbits.keys() == union_orbits.keys()
    assert all(np.isclose(full_orbits[k], union_orbits[k]) for k in full_orbits)
    wedge = [(x, y, z) for x in range(1, 2*q, 2)
             for y in range(1, x+1, 2) for z in range(1, y+1, 2)
             if x + y + z < 3*q]
    wedge_weights = {}
    print(f"fcc {q}x{q}x{q}: {len(mesh)} mesh points, {len(kept)} operations "
          f"kept, {len(union)} symmetrised, {len(full_orbits)} irreducible")
    for x, y, z in wedge:
        coefficients = np.array([[(y+z)//2, (x+z)//2, (x+y)//2]])
        label = int(image_codes(fcc_group, coefficients, modulus).min())
        star_size = 8 * len(set(itertools.permutations((x, y, z))))
        assert label not in wedge_weights
        wedge_weights[label] = star_size / (4*q**3)
        print(f"  k=({x},{y},{z})/{2*q} (2pi/a), star {star_size}, "
              f"weight {wedge_weights[label]:.5f}")
    assert wedge_weights.keys() == full_orbits.keys()
    assert all(np.isclose(wedge_weights[k], full_orbits[k])
               for k in full_orbits)

hopping, chemical_potential, thermal_energy = 0.05, 0.0, 0.02
print(f"Model: t={hopping:.3f} Ry, mu={chemical_potential:.3f} Ry, "
      f"kT={thermal_energy:.3f} Ry")


def band_results(points, modulus, bonds):
    cosines = np.cos(2*np.pi * (points @ bonds.T) / modulus)
    energies = -2*hopping * cosines.sum(axis=1)
    occupations = expit((chemical_potential - energies) / thermal_energy)
    bond_orders = 2*np.mean(occupations[:, None] * cosines, axis=0)
    band_energy = 2*np.mean(occupations * energies)
    return bond_orders, band_energy


hex_bonds = np.array([[1, 0, 0], [0, 1, 0], [1, 1, 0]])
fcc_bonds = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                      [1, -1, 0], [1, 0, -1], [0, 1, -1]])
shifted = make_mesh(4, (1, 1, 1))
for name, group, bonds, copies in (("Hex", hex_group, hex_bonds, 3),
                                  ("fcc", fcc_group, fcc_bonds, 4)):
    union = symmetrised_mesh(group, shifted, 8)
    assert len(union) == copies * len(shifted)
    raw_orders, raw_energy = band_results(shifted, 8, bonds)
    sym_orders, sym_energy = band_results(union, 8, bonds)
    assert np.ptp(raw_orders) > 1e-4
    assert np.ptp(sym_orders) < 1e-12
    assert np.isclose(raw_orders.mean(), sym_orders[0], atol=1e-12)
    assert np.isclose(raw_energy, sym_energy, atol=1e-12)
    print(f"{name} shifted 4x4x4: {len(shifted)} points; "
          f"symmetrised: {len(union)} points")
    print(f"  raw bond orders (dimensionless): {np.round(raw_orders, 5)}")
    print(f"  symmetrised bond order (dimensionless): {sym_orders[0]:.5f}")
    print(f"  band energy raw/symmetrised: {raw_energy:.6f} / "
          f"{sym_energy:.6f} Ry per site")

gamma_orders, gamma_energy = band_results(make_mesh(4, (0, 0, 0)), 8, hex_bonds)
assert np.ptp(gamma_orders) < 1e-12
print(f"Hex Gamma-centred bond orders (dimensionless): "
      f"{np.round(gamma_orders, 5)}")
print(f"Hex Gamma-centred band energy: {gamma_energy:.6f} Ry per site")
print("checks complete")
```

Output:

```
Point-group orders: fcc 48, hexagonal 24
Hex 4x4x4, shift (0, 0, 0)/2: 24 operations kept
Hex 4x4x4, shift (0, 0, 1)/2: 24 operations kept
Hex 4x4x4, shift (1, 1, 0)/2: 8 operations kept
Hex 4x4x4, shift (1, 1, 1)/2: 8 operations kept
Hex q=4 witness: u=[1 1 1]/8 -> [-1  2  1]/8, outside mesh
In-plane det(C6-1): 1
Fully invariant hex shifts (twelfths of a step): [(0, 0, 0), (0, 0, 6)]
Fully invariant fcc shifts (twelfths of a step): [(0, 0, 0)]
fcc 2x2x2: 8 mesh points, 12 operations kept, 32 symmetrised, 2 irreducible
  k=(1,1,1)/4 (2pi/a), star 8, weight 0.25000
  k=(3,1,1)/4 (2pi/a), star 24, weight 0.75000
fcc 4x4x4: 64 mesh points, 12 operations kept, 256 symmetrised, 10 irreducible
  k=(1,1,1)/8 (2pi/a), star 8, weight 0.03125
  k=(3,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(3,3,1)/8 (2pi/a), star 24, weight 0.09375
  k=(3,3,3)/8 (2pi/a), star 8, weight 0.03125
  k=(5,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(5,3,1)/8 (2pi/a), star 48, weight 0.18750
  k=(5,3,3)/8 (2pi/a), star 24, weight 0.09375
  k=(5,5,1)/8 (2pi/a), star 24, weight 0.09375
  k=(7,1,1)/8 (2pi/a), star 24, weight 0.09375
  k=(7,3,1)/8 (2pi/a), star 48, weight 0.18750
Model: t=0.050 Ry, mu=0.000 Ry, kT=0.020 Ry
Hex shifted 4x4x4: 64 points; symmetrised: 192 points
  raw bond orders (dimensionless): [0.33346 0.33346 0.27464]
  symmetrised bond order (dimensionless): 0.31385
  band energy raw/symmetrised: -0.094156 / -0.094156 Ry per site
fcc shifted 4x4x4: 64 points; symmetrised: 256 points
  raw bond orders (dimensionless): [0.1658  0.1658  0.1658  0.26497 0.26497 0.26497]
  symmetrised bond order (dimensionless): 0.21538
  band energy raw/symmetrised: -0.129231 / -0.129231 Ry per site
Hex Gamma-centred bond orders (dimensionless): [0.37082 0.37082 0.37082]
Hex Gamma-centred band energy: -0.111245 Ry per site
checks complete
```
